# Current Transfer Length Between Copper and a Parallel Conducting Liner

## 1. The situation

A copper wire lies on a thin conducting liner. Far from any disturbance both layers carry current, the copper most of it. Now let a void cut through the copper but leave the liner whole. At the void all the current must run in the liner, and beyond it the current returns to the copper. It cannot return at a single point, because the interface resists its passage. Over what length does it return, and how much resistance does the detour add?

## 2. Quantities and assumptions

Let \(x\) run along the wire. Layer 1 is copper and layer 2 is the liner, with resistivities \(\rho_i\) and thicknesses \(t_i\). The sheet resistances are

\[
R_1=\frac{\rho_1}{t_1},\qquad R_2=\frac{\rho_2}{t_2},\qquad R_s=R_1+R_2 .
\]

Let \(J_1(x)\) and \(J_2(x)\) be the currents per unit width of wire, positive along \(+x\), and \(V_1(x)\), \(V_2(x)\) the potentials of the layers. The specific interface resistance \(r\) is the voltage across the interface divided by the current density through it. Its unit is resistance times area.

We assume steady current, uniform layers that obey a local Ohm's law, an interface whose current is proportional to its voltage, and insulated outer faces. We also give each layer a single potential at each \(x\), neglecting the variation through its thickness. Section 7 removes this last assumption.

## 3. Derivation of the length

Ohm's law along each layer reads

\[
\frac{dV_1}{dx}=-R_1J_1,\qquad \frac{dV_2}{dx}=-R_2J_2. \tag{1}
\]

Define \(u=V_2-V_1\). The current density from liner to copper is then \(u/r\). In a strip of length \(dx\), the copper gains this current and the liner loses it:

\[
\frac{dJ_1}{dx}=\frac{u}{r},\qquad \frac{dJ_2}{dx}=-\frac{u}{r}. \tag{2}
\]

Adding the two equations shows that \(J=J_1+J_2\) is constant. Subtracting the equations in (1) gives

\[
\frac{du}{dx}=R_1J_1-R_2J_2 . \tag{3}
\]

Differentiate the second equation in (2), insert (3), and replace \(J_1\) by \(J-J_2\):

\[
\frac{d^2J_2}{dx^2}=-\frac1r\frac{du}{dx}
=\frac{R_2J_2-R_1(J-J_2)}{r}
=\frac{R_sJ_2-R_1J}{r}. \tag{4}
\]

The right side vanishes when \(J_2\) has the value

\[
J_{2\infty}=\frac{R_1}{R_s}J,\qquad\text{so that}\qquad J_{1\infty}=J-J_{2\infty}=\frac{R_2}{R_s}J. \tag{5}
\]

This is the usual division between parallel resistors, since \(R_1J_{1\infty}=R_2J_{2\infty}\). In terms of the excess over it, (4) becomes

\[
\frac{d^2}{dx^2}(J_2-J_{2\infty})=\frac{J_2-J_{2\infty}}{L^2},
\qquad
\boxed{L=\sqrt{\frac{r}{R_1+R_2}}} \tag{6}
\]

The solutions are \(e^{-x/L}\) and \(e^{+x/L}\). In a contact much longer than \(L\) that ends in the parallel division, the growing solution must be absent, and

\[
J_2(x)-J_{2\infty}=\left[J_2(0)-J_{2\infty}\right]e^{-x/L}. \tag{7}
\]

**Why the sheet resistances add.** Move a small current \(\delta J\) from liner to copper. The field in the copper rises by \(R_1\delta J\), and the field in the liner falls by \(R_2\delta J\). The difference between the fields, which controls how \(u\) changes along the wire, therefore shifts by \((R_1+R_2)\delta J\). The parallel combination of the two resistances describes the shared current far away. It does not describe the approach to sharing.

**What the length means.** After a distance \(L\), a fraction \(1-e^{-1}\), or 63 %, of the transfer is complete. After \(3L\) the fraction is 95 %. Thus \(L\) is a decay length and not a point at which transfer stops.

**Limits.** If \(R_2\gg R_1\), then \(L\simeq\sqrt{r/R_2}\): the resistive layer sets the length. This is the familiar case of a resistive film under a metal of nearly uniform potential. If \(R_1=R_2=R\), then \(L=\sqrt{r/(2R)}\), and leaving out one layer would make the length too large by a factor \(\sqrt2\).

## 4. The edge of a void

Put \(x=0\) at the edge where copper begins again, so that \(J_2(0)=J\). Since \(J-J_{2\infty}=J_{1\infty}\), equation (7) gives

\[
J_2=J_{2\infty}+J_{1\infty}e^{-x/L},\qquad
J_1=J_{1\infty}\left(1-e^{-x/L}\right). \tag{8}
\]

The interface voltage follows from (2):

\[
u(x)=r\frac{dJ_1}{dx}=\frac{rJ_{1\infty}}{L}e^{-x/L}.
\]

At the edge, using \(J_{1\infty}=JR_2/R_s\) and \(r/R_s=L^2\),

\[
u(0)=\frac{r}{R_s}\frac{JR_2}{L}=JR_2L. \tag{9}
\]

To find the resistance, follow the liner, which is continuous. From the edge to a distance \(X\gg L\), its potential falls by

\[
R_2\int_0^X J_2\,dx
=R_2J_{2\infty}X+R_2J_{1\infty}L\left(1-e^{-X/L}\right)
\simeq J\left[R_pX+\frac{R_2^2}{R_s}L\right], \tag{10}
\]

where \(R_p=R_1R_2/R_s\) is the parallel sheet resistance. At \(X\) the layers have the same potential, so this drop is also that of the wire as a whole. The other side of the void is the mirror image: current enters the liner instead of leaving it, \(u\) changes sign, and the drop is the same.

Let the void have length \(g\) and the wire width \(w\). The void itself contributes \(R_2g\) in place of \(R_pg\). The resistance added to an intact wire is therefore

\[
\Delta R=\frac1w\left[(R_2-R_p)g+2L\frac{R_2^2}{R_s}\right].
\]

But \(R_2-R_p=R_2(R_s-R_1)/R_s=R_2^2/R_s\), so

\[
\Delta R=\frac{R_2^2}{R_s}\,\frac{g+2L}{w}. \tag{11}
\]

Electrically, the void is longer than its geometric length by \(2L\). Even a very narrow cut through the copper adds resistance, because the current must still enter and leave the liner.

## 5. A short copper island between two voids

If a copper segment of length \(\ell\) lies between two voids, neither exponential can be dropped. Put \(x=0\) at its centre. Then \(J_2=J\) at \(x=\pm\ell/2\), and the even solution of (6) that meets both conditions is

\[
J_2=J_{2\infty}+J_{1\infty}\frac{\cosh(x/L)}{\cosh(\ell/2L)} . \tag{12}
\]

The share of current in the copper at the centre is

\[
\frac{J_1(0)}{J}=\frac{R_2}{R_s}\left[1-\frac{1}{\cosh(\ell/2L)}\right]. \tag{13}
\]

Integrating \(R_2J_2\) over the island gives its potential drop:

\[
J\left[R_p\ell+\frac{R_2^2}{R_s}\,2L\tanh\frac{\ell}{2L}\right]. \tag{14}
\]

For \(\ell\gg L\) the hyperbolic tangent tends to 1, leaving two separate transfer regions. For \(\ell\ll L\) it tends to \(\ell/2L\), and the bracket becomes \((R_p+R_2^2/R_s)\ell=R_2\ell\). The current then stays in the liner, and the copper island gives almost no help.

For two equal voids with the island between them, add the two bridges, the two outer transfer regions and the excess in (14):

\[
\Delta R_{\text{two}}=\frac{R_2^2}{R_sw}\left[2g+2L\left(1+\tanh\frac{\ell}{2L}\right)\right]. \tag{15}
\]

## 6. Worked example: copper on chromium

Take a flat copper wire on a chromium adhesion liner, with rough typical thin-film values: copper of 50 nm and 4 µΩ cm, and chromium of 10 nm and 40 µΩ cm. The interface is imperfect, with \(r=10^{-8}\) Ω cm². The wire is 1000 nm wide and the void 100 nm long.

The sheet resistances are \(R_1=0.8\) Ω and \(R_2=40\) Ω per square, so \(R_s=40.8\) Ω. Since \(10^{-8}\) Ω cm² is \(10^{-12}\) Ω m²,

\[
L=\sqrt{\frac{10^{-12}\ \Omega\,\mathrm{m^2}}{40.8\ \Omega}}
=1.57\times10^{-7}\ \mathrm m=157\ \mathrm{nm}.
\]

Far from the void the copper carries \(40/40.8=98\) % of the current. The void adds

\[
\Delta R=\frac{40^2}{40.8}\,\Omega\times\frac{100+2(156.56)}{1000}=16.2\ \Omega .
\]

The two transfer regions account for 12.3 Ω of this, three times the remaining 3.9 Ω, which is the 4 Ω of the liner bridge less the 0.08 Ω of intact wire it replaces. With these values, a calculation that counted the bridge alone would miss most of the added resistance.

Two such voids separated by 300 nm of copper add 29.3 Ω, less than twice 16.2 Ω. The inner transfer regions overlap, and at the island's centre the copper has recovered only 32 % of the total current.

**A test in two dimensions.** The wire was also divided into small cells through its thickness and along its length, with copper removed at the void. Ohm's law and current conservation were solved directly, without assuming an exponential. The decay length came out as 156.7 nm against 156.6 nm from (6), and the added resistance as 16.21 Ω against 16.20 Ω.

In this example \(R_1\) is only 2 % of the sum, so a second case is needed to show that both resistances count. With the same \(r\), the layers were given 50 nm at 4 µΩ cm and 25 nm at 2 µΩ cm, hence 0.8 Ω per square each. The cell calculation gave 790.9 nm and the formula 790.6 nm.

## 7. When the layers are not thin enough

Now let the potential vary through each layer. Put the interface at \(y=0\), copper at \(0<y<t_1\) and liner at \(-t_2<y<0\). Solutions of Laplace's equation that decay along \(x\) and have insulated outer faces are

\[
\phi_1=A\cos[k(t_1-y)]\,e^{-kx},\qquad
\phi_2=B\cos[k(t_2+y)]\,e^{-kx},
\]

with decay length \(1/k\). Let \(j\,e^{-kx}\) be the current density from liner to copper. From \(-(1/\rho_i)\,\partial\phi_i/\partial y\) at \(y=0\),

\[
j=-\frac{Ak}{\rho_1}\sin kt_1=\frac{Bk}{\rho_2}\sin kt_2 .
\]

The interface law \(\phi_2-\phi_1=rj\,e^{-kx}\) requires \(B\cos kt_2-A\cos kt_1=rj\). Inserting \(A\) and \(B\) and multiplying by \(k/j\) gives

\[
rk=\rho_1\cot kt_1+\rho_2\cot kt_2. \tag{16}
\]

For small \(z\), \(\cot z\simeq 1/z-z/3\). Then

\[
rk\simeq\frac{R_1+R_2}{k}-\frac{k}{3}(\rho_1t_1+\rho_2t_2),
\]

and therefore

\[
\frac1k\simeq\sqrt{\frac{r+(\rho_1t_1+\rho_2t_2)/3}{R_1+R_2}} . \tag{17}
\]

To the interface resistance \(r\) the layers add one third of their own transverse resistance \(\rho_1t_1+\rho_2t_2\). The fraction is one third because the transverse current density falls almost linearly from its full value at the interface to zero at the outer face, and the mean square of such a profile is one third of its largest square. In the example this addition is \(2\times10^{-11}\) Ω cm², or 0.2 % of \(r\), and it lengthens \(L\) by 0.1 %.

There is also a lower limit. Let \(t\) be the larger thickness. As \(k\) rises from 0 to \(\pi/t\), the right side of (16) minus the left falls continuously from \(+\infty\) to \(-\infty\). A root therefore lies below \(\pi/t\), and the slowest decay length exceeds \(t/\pi\), however small \(r\) is.

For a clean metal contact, take roughly \(r=10^{-11}\) Ω cm² with the same layers. The simple formula gives 4.95 nm, but (16) gives 16.3 nm, just above \(t_1/\pi=15.9\) nm. Here \(kt_1\) is close to \(\pi\), so the copper potential in this mode has opposite signs at its top and bottom faces. The slowest process is the spreading of current within the copper, and the interface hardly affects its decay length. This mode carries little current across the interface, so 16.3 nm describes only the far tail of the transfer. The next root of (16), between \(\pi/t_1\) and \(2\pi/t_1\), has a decay length of 8.7 nm, close to the 8.6 nm that (17) gives, and this faster mode dominates near the edge. In the two-dimensional problem 63 % of the transfer is complete after about 7 nm, and the two transfer regions add about 0.6 Ω, between the 0.4 Ω and 1.3 Ω that (11) would give with 4.95 and 16.3 nm. The length (6) lies below the bound \(t/\pi\), so it cannot be the slowest decay length of this contact.

## 8. Other neglected effects

Let the current density in intact copper be 1 MA/cm². Over 50 nm this is \(J=500\) A/m, if we neglect the 2 % carried by the liner. At the void the liner carries 5 MA/cm². By (9), the interface voltage at the edge is

\[
u(0)=500\times40\times1.566\times10^{-7}\ \mathrm V=3.1\ \mathrm{mV}.
\]

The following estimates are orders of magnitude based on rough inputs.

- **Interface nonlinearity.** If the interface is a tunnelling layer whose conductance changes by a relative amount \((u/0.2\ \mathrm V)^2\), the change is 0.025 %. Across an assumed 1 nm layer the field is 0.03 MV/cm. A layer that thick has so small an \(r\) only if its barrier is low; a barrier of 1 to 2 eV would be roughly half as thick and the field about twice as large. Either value is far below the several MV/cm at which good thin oxides roughly break down.
- **Non-local transport.** A free-electron estimate gives a mean free path of 39 nm in bulk copper, a quarter of \(L\). If each sheet resistance is in error by a relative amount \((\lambda/L)^2\), with \(\lambda\) the mean free path (the bulk value for copper), \(L\) shifts by about 0.07 %. The shift is small because copper supplies little of \(R_s\) and the mean free path assumed for the liner is only 1.6 nm. In the clean contact, by contrast, the bulk \(\lambda\) of copper exceeds the decay length, so even the 16.3 nm from (16) is doubtful.
- **Heating.** The power per area at the void edge is \(J^2R_2+u(0)^2/r\), with nearly equal terms. If this heat flows straight down through 500 nm of dielectric with conductivity 1.4 W/(m K), the local rise is about 7 K. This is a large overestimate for a long wire, because the copper also carries heat sideways over a distance much longer than \(L\).
- **Temperature of use.** Between 298 K and 378 K, assumed slopes of 0.007 and 0.03 µΩ cm/K for copper and chromium reduce \(L\) to 152 nm, a change of −3 %, with \(r\) held fixed.

## 9. Beside real wiring

Chromium serves as an adhesion layer under copper in thin-film wiring, and the chosen thicknesses and resistivities are plausible there. The interface resistance is the least certain input. The value used is about a thousand times that taken for a clean metal contact, and represents a contaminated or oxidized interface. Real interfaces may also be uneven, which breaks the assumption of uniform \(r\). If \(r\) is everywhere ten times smaller, with the layers unchanged, \(L\) falls from 157 to 50 nm, and the transfer part of the void resistance falls from 12.3 to about 3.9 Ω; at 50 nm, however, \(L\) is no longer well above the bulk mean free path of copper, so these values rest on the local Ohm's law more heavily. Wires with liners on their side walls as well need a model of the full cross-section. For a flat wire, (6) is a sound estimate when \(r\) is much larger than \((\rho_1t_1+\rho_2t_2)/3\) and the resulting \(L\) is well above both \(t/\pi\) and the electron mean free path. The main values are in the numerical output below.

## Computed results

```
Copper resistivity: 4 uohm cm
Copper thickness: 50 nm
Chromium liner resistivity: 40 uohm cm
Chromium liner thickness: 10 nm
Specific interface resistance r: 1e-08 ohm cm2
Wire width: 1000 nm
Void length: 100 nm
Copper sheet resistance R1: 0.8 ohm/sq
Liner sheet resistance R2: 40 ohm/sq
Sum R1+R2: 40.8 ohm/sq
Parallel sheet resistance Rp: 0.7843 ohm/sq
Transfer length L, formula: 156.56 nm
Transfer length, 2D network: 156.72 nm
Transfer complete at L, network: 63.2 %
Transfer complete at 3L, network: 95.0 %
Far copper current share: 98.04 %
Equal-sheet test: R1 0.8, R2 0.8 ohm/sq; L formula 790.6, network 790.9 nm
Resistive-copper test: R1 10, R2 4 ohm/sq; L formula 267.3, network 267.4 nm
Void: liner bridge resistance: 4 ohm
Void: two transfer regions: 12.28 ohm
Void: replaced intact wire: 0.07843 ohm
Void: added resistance, formula: 16.2 ohm
Void: added resistance, network: 16.21 ohm
Island length: 300 nm
Island midpoint copper share, formula: 32.47 %
Island midpoint copper share, network: 32.42 %
Two voids: added resistance, formula: 29.25 ohm
Two voids: added resistance, network: 29.27 ohm
Layer correction to r: 2e-11 ohm cm2
Example L, thick-layer equation: 156.71 nm
Intermediate r: 1e-09 ohm cm2
Intermediate L: simple 49.51, corrected 50.00, thick-layer 50.01 nm
Clean-contact r: 1e-11 ohm cm2
Clean-contact L, simple formula: 4.95 nm
Clean-contact L, thick-layer: 16.32 nm
Copper thickness / pi: 15.92 nm
Current density in intact copper: 1 MA/cm2
Current per width J: 500 A/m
Liner current density at void: 5 MA/cm2
Interface voltage at void edge: 3.131 mV
Rough inputs: electron density 8.5e+28 1/m3, bulk copper 1.7 uohm cm
Rough mean free path: copper 38.7, liner 1.6 nm
Non-local shift of L, rough size: 0.065 %
Rough inputs: tunnel scale 0.2 V, interlayer 1 nm
Interface nonlinearity, rough size: 0.025 %
Interlayer field: 0.031 MV/cm
Dielectric below: 500 nm, 1.4 W/(m K)
Void-edge heating, no lateral spread: 7.1 K
Resistivity slopes: copper 0.007, liner 0.03 uohm cm/K
Temperatures: reference 298, use 378 K
L at temperature of use: 151.9 nm
Change of L at temperature of use: -2.9 %
```
